# Tersoff's Branch-Point Criterion from the Cell-Averaged Green Function

## 1. The physical question

A metal in contact with a semiconductor has electrons at energies inside the semiconductor's gap. Their wave functions do not stop at the interface but continue into the semiconductor as decaying tails. These tails are built from the semiconductor's own bands, near the valence edge mostly from valence states and near the conduction edge mostly from conduction states. At what energy does the character change?

Tersoff's criterion answers with a bulk quantity, the Green function between points separated by a lattice vector, averaged over the cell. The energy sought is where its valence and conduction parts cancel at large separation. We show that this is the branch point of the complex band structure when a single real evanescent solution joins the two band edges, and determine how the cancellation is approached. Section 9 lists cases where this condition fails.

## 2. The cell average

Take a periodic one-electron Hamiltonian, one spin direction, and an energy $E$ in the gap. With Bloch states normalized over a crystal of $N_c$ cells,
$$G(\mathbf r,\mathbf r';E)=\sum_{n\mathbf k}\frac{\psi_{n\mathbf k}(\mathbf r)\psi^*_{n\mathbf k}(\mathbf r')}{E-E_{n\mathbf k}} .$$
Set $\mathbf r\to\mathbf r+\mathbf R$, $\mathbf r'\to\mathbf r$, with $\mathbf R$ a lattice vector, and integrate over one cell. The integrand is periodic in $\mathbf r$, so this equals the crystal integral divided by $N_c$. Bloch's theorem, $\psi_{n\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k}(\mathbf r)$, and normalization give
$$G(\mathbf R,E)=\frac1{N_c}\sum_{n\mathbf k}\frac{e^{i\mathbf k\cdot\mathbf R}}{E-E_{n\mathbf k}}=S_v+S_c .$$
Here $S_v$ contains the valence bands and $S_c$ the conduction bands. The wave functions have dropped out.

Let $\mathbf R$ be $N\ge1$ primitive steps along one direction. Lengths are in units of that step, $k$ is the wavevector along it, and $\mathbf K$ is the transverse wavevector. We take the step to be normal to a family of lattice planes and to join neighbouring planes, as along an axis of a simple cubic lattice, so that the Hamiltonian has period $2\pi$ in $k$ at fixed $\mathbf K$. Sections 3 to 6 keep $\mathbf K$ fixed, which is the problem of a chain.

## 3. An identity for the total

Use a finite orthonormal orbital basis with finite-range hopping, and write $\lambda=e^{ik}$. Define
$$D(E,\lambda)=\det[E-H(\lambda)]=\prod_n(E-E_n).$$
Differentiating $\ln D$ gives $\sum_n1/(E-E_n)=\partial_ED/D$. Since $dk=d\lambda/(i\lambda)$,
$$G(N,E)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}e^{ikN}\frac{\partial_ED}{D}=\oint_{|\lambda|=1}\frac{d\lambda}{2\pi i}\,\lambda^{N-1}\frac{\partial_ED}{D}.$$

$D$ contains finitely many positive and negative powers of $\lambda$, so $D=\lambda^{-s}P(E,\lambda)$ with $P$ a polynomial. We take $P(E,0)\neq0$, which excludes at most isolated energies. The factor $\lambda^{-s}$ cancels in $\partial_ED/D=\partial_EP/P$, so for $N\ge1$ there is no pole at the origin. The poles inside the circle are the zeros $\lambda_j(E)$ of $P$, the evanescent solutions. None lies on the circle, because $E$ is in the gap.

For a simple zero the residue is $\lambda_j^{N-1}\partial_EP/\partial_\lambda P$. Differentiating $P(E,\lambda_j(E))=0$ gives $\partial_EP=-\lambda_j'\,\partial_\lambda P$, with a prime for $d/dE$. Hence
$$\boxed{G(N,E)=-\sum_j\lambda_j^{N-1}\lambda_j'=-\frac1N\frac{d}{dE}\sum_j\lambda_j^N .}$$

Suppose the slowest solution is nondegenerate and real, $\lambda_1=\sigma e^{-q(E)}$ with $\sigma=\pm1$. Then $\lambda_1'=-q'\lambda_1$, and its contribution is
$$\sigma^Nq'(E)\,e^{-q(E)N}.$$

Let this solution join the valence edge to the conduction edge. Then $q$ vanishes at both edges and is positive between them, so it has a maximum. We assume a single one, at $E_B$, with $q''(E_B)<0$. Apart from $\sigma^N$, the contribution is positive below $E_B$, the sign of $1/(E-E_v)$, and negative above, the sign of $1/(E-E_c)$. It vanishes at
$$q'(E_B)=0 .$$

## 4. Why this is a valence-conduction cancellation

Since $\partial_ED=-\lambda_1'\,\partial_\lambda D$ at a zero of $D$, the condition $q'=0$ means
$$D=0,\qquad \partial_ED=0 .$$
The energy is a double root: two bands, continued to complex $k$, meet there. Take $\sigma=1$ and $k=i\kappa$. Near the maximum $q\simeq q_B-\tfrac12|q''|(E-E_B)^2$, where $q_B=q(E_B)$ and $q''$ is taken at $E_B$. Setting $q=\kappa$ and solving for the energy,
$$E_{v,c}(i\kappa)\simeq E_B\mp s,\qquad s=\sqrt{\frac{2(q_B-\kappa)}{|q''|}} .$$
The valence sheet rises from the valence edge to $E_B$ and the conduction sheet descends to it. At $E=E_B$ the summands are therefore
$$\frac1{E_B-E_{v,c}}\simeq\pm\sqrt{\frac{|q''|}2}\,(q_B-\kappa)^{-1/2}.$$

To find $S_v$, move the $k$ integral into the upper half-plane. The vertical sides at $k=\pm\pi$ cancel by periodicity. The path is held back by the cut $k=i(q_B+t)$, $t>0$: it descends on the left of the cut and ascends on the right. On the right $(q_B-\kappa)^{-1/2}=-i\,t^{-1/2}$ and $dk=i\,dt$, with product $t^{-1/2}dt$. On the left the root is $+i\,t^{-1/2}$ and the downward path gives $-i\,dt$, again with product $t^{-1/2}dt$. Hence
$$S_v\simeq\frac{e^{-q_BN}}{2\pi}\sqrt{\frac{|q''|}2}\;2\int_0^\infty t^{-1/2}e^{-tN}dt .$$
The integral is $\sqrt{\pi/N}$, so
$$S_v\simeq\sqrt{\frac{|q''|}{2\pi N}}\,e^{-q_BN},\qquad S_c\simeq-S_v .$$
We have assumed that any other singularity of the separate parts lies farther from the real axis. For $\sigma=-1$ both parts acquire the factor $(-1)^N$.

The cancellation goes beyond the leading term. At $E_B$, $D$ has a simple zero in $\lambda$ at $\lambda_B=\lambda_1(E_B)$, and $\partial_ED$ vanishes there too. Their ratio is regular, so the sum of the two parts has no singularity at $\lambda_B$. What remains comes from the faster solutions $j\ge2$. In a chain, $S_c/S_v$ therefore approaches $-1$ exponentially.

## 5. Energies away from the branch point

For $E<E_B$ the valence sheet passes through $E$ at $\kappa=q(E)<q_B$, which gives $S_v$ a pole. Near it $E-E_v\simeq-(dE_v/dk)(k-iq)$, and $dE_v/dk=-i\,dE_v/d\kappa=-i/q'$. The pole contributes
$$i\,e^{-qN}\,\frac{-1}{-i/q'}=q'e^{-qN}.$$

The conduction sheet stays above $E_B$ and gives no such pole. With $\delta=E-E_B<0$, expand
$$\frac1{E-E_c}\simeq\frac1{\delta-s}=\frac1\delta+\frac{s}{\delta^2}+\dots$$
The constant $1/\delta$ has no cut and contributes nothing for $N\ge1$, so the leading contribution comes from the second term. On the right of the cut $(q_B-\kappa)^{1/2}=i\,t^{1/2}$, times $i\,dt$, gives $-t^{1/2}dt$; the left side gives the same. Using $\int_0^\infty t^{1/2}e^{-tN}dt=\tfrac12\sqrt\pi N^{-3/2}$,
$$S_c\simeq-\frac{e^{-q_BN}}{\delta^2\sqrt{2\pi|q''|N^3}} .$$
Since $q(E)<q_B$, the valence part wins exponentially. Above $E_B$ the roles are exchanged.

The expansion needs $s\ll|\delta|$ at the relevant distance $|q_B-\kappa|\sim1/N$, that is
$$|E-E_B|\gg\sqrt{\frac{2}{|q''|N}} .$$
Inside this window both parts matter. The change of character is gradual at finite separation and sharpens as $N^{-1/2}$.

## 6. A chain worked through

Take two orbitals per cell with energies
$$\varepsilon_v=-2t_v(1-\cos k),\qquad\varepsilon_c=\Delta+2t_c(1-\cos k),$$
and off-diagonal element $2ip\sin k$. The round parameters are $\Delta=1$, $t_v=0.5$, $t_c=1.5$, $p=0.5$, all in eV. They represent no particular material.

**Branch point.** Put $k=i\kappa$ and $\cosh\kappa=1+y$. Then $\varepsilon_v=2t_vy$, $\varepsilon_c=\Delta-2t_cy$ and $\sin^2k=-(2y+y^2)$. With energies in eV,
$$D=(E-y)(E-1+3y)+2y+y^2=E^2-E+(2E+3)y-2y^2 .$$
The condition $\partial_ED=0$ gives $2E-1+2y=0$, so $y=\tfrac12-E$. Inserting this into $D=0$,
$$E^2-E+(2E+3)(\tfrac12-E)-2(\tfrac12-E)^2=-3E^2-E+1=0 .$$
The root in the gap is
$$E_B=\frac{-1+\sqrt{13}}6=0.4343\ \text{eV},\qquad y_B=0.0657 ,$$
and $q_B=\operatorname{arccosh}(1.0657)=0.3606$ per cell. For general hoppings, $\partial_ED=0$ reads $2E=\varepsilon_v+\varepsilon_c$, or
$$E_B=\frac\Delta2-(t_c-t_v)y_B .$$
The larger conduction hopping is what moves $E_B$ below midgap in this model.

**Curvature.** Differentiate $D(E,y(E))=0$ twice and set $y'=0$:
$$2+(2E+3-4y)y''=0,\qquad y''=-\frac2{3.6056}=-0.5547 .$$
Since $\cosh q=1+y$, at the maximum $q''=y''/\sinh q_B=-0.5547/0.3685=-1.505$ per cell per eV².

**The fast solution.** The roots of $D=0$ in $y$ obey $y_1+y_2=E+\tfrac32$ and $y_1y_2=E(1-E)/2$. At $E_B$ the product is $0.1228$, so $y_2=1.869$ and $q_2=1.715$ per cell. Because $y_1'=0$, the sum rule gives $y_2'=1$, hence $q_2'=1/\sinh q_2=0.372$ per cell per eV. The identity then gives
$$G(N,E_B)=q_2'e^{-q_2N}.$$
For $N=1$ this is $0.372\times0.180=0.0669$ eV⁻¹. The separate band sums give $0.3237-0.2568=0.0669$ eV⁻¹. The ratio $S_c/S_v$ is $-0.793$ at $N=1$, $-0.993$ at $N=4$ and $-0.99996$ at $N=8$.

**The zero at finite separation.** Let $E_0(N)$ be the energy where $G$ vanishes. Near $E_B$, $q'\simeq-|q''|(E-E_B)$, and balancing slow and fast contributions gives
$$E_0-E_B\simeq\frac{q_2'}{|q''|}e^{-(q_2-q_B)N}.$$
For $N=4$ this is $0.247\times0.00444=1.10\times10^{-3}$ eV, as found from the band sums. At $N=1$ the zero still lies 0.065 eV above $E_B$.

**Cell averaging matters.** The orbital-resolved elements of $(E-H)^{-1}$ are $(E-\varepsilon_c)/D$ and $(E-\varepsilon_v)/D$. At the branch point $\partial_ED=(E-\varepsilon_v)+(E-\varepsilon_c)=0$, so their residues there are opposite, and nonzero because $p\ne0$. Each element decays as $e^{-q_BN}$; their sum loses this term. At $N=8$ inversion of a ring Hamiltonian gives $0.0154891$ and $-0.0154886$ eV⁻¹. A Green function at one chosen pair of points need not vanish at $E_B$.

## 7. Three dimensions: a slower approach

Now average over $\mathbf K$. Suppose $D$ is even in $k$ at fixed $\mathbf K$, as when a mirror plane is normal to $\mathbf R$, so that a nondegenerate $\lambda_1$ stays real for real $\mathbf K$. Suppose also that $q(E,\mathbf K)$ has its lowest minimum at $\mathbf K=0$, where it is isotropic to second order:
$$q(E,\mathbf K)\simeq q_0(E)+\tfrac12m(E)K^2,\qquad m>0 .$$
Transverse lengths are in units of the transverse lattice constant of a square mesh. For large $N$ small $K$ dominates, and the Gaussian integral gives
$$\int\frac{d^2K}{(2\pi)^2}e^{-qN}\simeq\frac{e^{-q_0N}}{4\pi^2}\,\frac{2\pi}{Nm}=\frac{e^{-q_0N}}{2\pi Nm}.$$
Applying $-(1/N)\,d/dE$, for $\sigma=1$,
$$G\simeq\left[q_0'+\frac{m'}{Nm}\right]\frac{e^{-q_0N}}{2\pi Nm}.$$
Corrections to the Gaussian integral of relative order $1/N$ change the position of the zero at order $N^{-2}$. With $E_B$ now defined by $q_0'(E_B)=0$,
$$\boxed{E_0(N)=E_B+\frac{m'}{m|q_0''|N}+O(N^{-2}).}$$
For such a direction the criterion is thus a maximum over energy of a minimum over $\mathbf K$. Without this symmetry the phase of $\lambda_1$ can vary linearly with $\mathbf K$. The integral is then governed by a saddle at complex $\mathbf K$, the minimum over real $\mathbf K$ underestimates the decay, and it can give the wrong energy. Its finite-distance correction is algebraic, since the branch energy varies with $\mathbf K$.

At $E_B$ itself, $G$ keeps the term $m'/(Nm)$ in the bracket. The separate parts follow from Section 4: the branch energy shifts by $O(K^2)=O(1/N)$, which is small compared with the window $N^{-1/2}$. So $S_v-S_c\simeq2\sqrt{|q_0''|/(2\pi N)}$ times the same Gaussian factor, and
$$\frac{S_v+S_c}{S_v-S_c}\simeq\frac{m'}{2m}\sqrt{\frac{2\pi}{|q_0''|N}} .$$
The ratio $S_c/S_v$ still tends to $-1$, but only as $N^{-1/2}$ when $m'\ne0$.

**Numbers.** Add $-2w_vu$ to $\varepsilon_v$ and $2w_cu$ to $\varepsilon_c$, with $u=2-\cos K_x-\cos K_y$, $w_v=0.1$ eV and $w_c=0.3$ eV. The gap is narrowest at $\mathbf K=0$, where the chain result holds. With $a=E+0.2u$ and $b=1-E+0.6u$, the condition $D=0$ becomes
$$2y^2-(3a+b+2)y+ab=0 .$$
Differentiating with respect to $u$ at $u=0$,
$$y_u=\frac{0.2(1-E)+0.6E-1.2y}{2E+3-4y}=\frac{0.2948}{3.6056}=0.0818 .$$
Since $u\simeq K^2/2$, $m=y_u/\sinh q_B=0.222$. At $E_B$ both $y'$ and $q'$ vanish, so the numerator has energy derivative $0.4$ and the denominator $2$:
$$m'=\frac1{0.3685}\left[\frac{0.4}{3.6056}-\frac{2(0.2948)}{3.6056^2}\right]=0.178\ \text{eV}^{-1}.$$
The predicted limit of $N(E_0-E_B)$ is $0.178/(0.222\times1.505)=0.533$ eV.

The computed values are $0.563$, $0.537$, $0.530$ and $0.532$ eV at $N=12$, 24, 64 and 512. They pass below the limit and then rise towards it. At $N=12$ the zero is at $0.481$ eV, still 0.047 eV above $E_B$; at $N=512$ the difference is 0.001 eV. For $N=48$ at $E_B$, the normalized sum above is $0.114$, so $S_c/S_v=-(1-0.114)/(1+0.114)=-0.80$. A calculation at a dozen lattice spacings can thus miss the limiting energy appreciably even when its band sums are converged.

## 8. The one-dimensional continuum

For a local periodic potential there are infinitely many bands. Let $\mu(E)$ be half the trace of the matrix that carries $(\psi,\psi')$ across one cell. Its determinant is one, because the Wronskian is constant, so its eigenvalues are $\lambda$ and $1/\lambda$, with $2\mu=\lambda+1/\lambda$. Bloch energies at $k$ are the zeros of $\mu(E)-\cos k$.

For a regular potential this function is entire in $E$ and grows no faster than an exponential of $\sqrt{|E|}$. Hadamard's factorization theorem then writes it as a constant times $\prod_n(1-E/E_n)$, with the energy origin chosen away from a zero, and
$$\sum_n\frac1{E-E_n(k)}=\frac{\mu'(E)}{\mu(E)-\cos k}.$$
On the unit circle $\cos k=(\lambda+1/\lambda)/2$. Let $\lambda_1$ be the decaying eigenvalue at energy $E$. The denominator is $-(\lambda-\lambda_1)(\lambda-1/\lambda_1)/(2\lambda)$, so the single pole inside gives
$$G(N,E)=-\frac{2\mu'\lambda_1^N}{\lambda_1-1/\lambda_1}=-\lambda_1^{N-1}\lambda_1' ,$$
where the last step uses $2\mu'=\lambda_1'(1-1/\lambda_1^2)$. There is no faster solution to spoil the cancellation: $G(N,E_B)=0$ for every $N\ge1$ at $\mu'(E_B)=0$.

As a check, take $V(x)=0.30\cos x$ with period $2\pi$ and $\hbar^2/2m_e=1$, $m_e$ being the electron mass. The first gap runs from $0.0896$ to $0.3879$, with $E_B=0.2172$ and midgap $0.2387$. At $N=1$ the plane-wave sums give $S_v=-0.89926$ and $S_c=0.89925$ in inverse energy units. Their sum, $-1.4\times10^{-6}$, comes from truncating the basis at 81 plane waves. It falls roughly as the inverse cube of the number of waves, and it accounts for the difference in the last digit shown. The sign of $S_v$ alternates with $N$ because this gap lies at the zone boundary, where $\sigma=-1$.

## 9. Where the criterion needs care

If the slowest solutions form a complex pair $e^{-q\pm i\theta}$, their joint contribution is
$$2\,\mathrm{Re}\left[(q'-i\theta')e^{(-q+i\theta)N}\right].$$
Where $q'=0$ this equals $2\theta'\sin(\theta N)\,e^{-qN}$. It vanishes there for every $N$ only if $\theta'=0$ as well; otherwise its zeros generally move with $N$.

If two minima in $\mathbf K$ compete, the smaller $q$ dominates. One minimum may have rising $q$ and dominate at low energy, while another has falling $q$ and dominates at high energy. For equal $\sigma$, the sign then changes, in the limit of large $N$, where the two values of $q$ cross. The lowest $q$ has a kink there instead of a smooth maximum. For opposite $\sigma$, as when the two edges differ by $\pi$ in $k$, the two contributions have the same sign for odd $N$, so they give no zero; for even $N$ the zero tends to the crossing, which is not a branch point. Different directions of $\mathbf R$ involve different complex bands and may give different energies.

The link to pinning is a further physical step. If the interface has many gap states, and if filling them to about $E_B$ leaves the semiconductor side nearly neutral, then a Fermi level away from $E_B$ creates a dipole that drives it back. The electron barrier would then be close to the conduction edge minus $E_B$, which is $1-0.434=0.566$ eV in the lattice model for the direction used above. The derivation fixes, for a given direction and under the conditions stated above, the bulk energy at which band character changes. It does not show that a given contact has enough gap states, or that interface bonding and defects leave the neutral filling at $E_B$. The numerical output lists the separations and energies used above.

## Table of computed values

```
Chain: valence top 0.0000 eV, conduction bottom 1.0000 eV
Model hoppings TV, TC, P, WV, WC: 0.5, 1.5, 0.5, 0.1, 0.3 eV
Branch point E_B: 0.434259 eV; midgap: 0.500000 eV
Decay constant q_B: 0.360648 per cell
Fast decay constant at E_B: 1.715073 per cell
Orbital-resolved G at E_B, N=8: 0.0154891, -0.0154886 1/eV
Chain at E_B: N, S_v (1/eV), S_c (1/eV), S_c/S_v
   1  3.23733729e-01  -2.56801966e-01  -0.79325057
   2  1.58483888e-01  -1.46439484e-01  -0.92400234
   4  5.44465183e-02  -5.40564942e-02  -0.99283656
   8  9.32099020e-03  -9.32058122e-03  -0.99995612
  16  3.74295631e-04  -3.74295631e-04  -1.00000000
Chain finite-separation zeros: N, E_0 (eV), E_0-E_B (eV)
   1  0.49969255  6.543e-02
   2  0.45076654  1.651e-02
   4  0.43535442  1.096e-03
   8  0.43426341  4.865e-06
Curvature q'' at E_B: -1.505226 per cell per eV^2
S_v/asymptotic at N=20, 40: 0.984418, 0.991923
N=40: S_c/S_v at 0.1 eV = -6.737e-05; S_v/S_c at 0.8 eV = -2.724e-04
Transverse m: 0.221880; dm/dE: 0.177968 1/eV
Predicted N(E_0-E_B) at large N: 0.532870 eV
3D zeros: N, E_0 (eV), N(E_0-E_B) (eV)
   12  0.4812127  0.563450
   24  0.4566356  0.537049
   64  0.4425429  0.530196
  256  0.4363361  0.531844
  512  0.4352982  0.532328
3D at E_B: N, (S_v+S_c)/(S_v-S_c), ratio to asymptotic law
  24  0.1570874  0.939216
  48  0.1136729  0.961160
Continuum V: 0.15; gap edges: 0.089568, 0.387892 (hbar^2/2m=1, period 2 pi)
Continuum E_B: 0.217180; midgap: 0.238730 (same units)
Continuum at E_B: N, S_v, S_c, sum (inverse energy units)
  1  -0.8992551  0.8992537  -1.37e-06
  2  0.2661275  -0.2661271  3.18e-07
  3  -0.0877618  0.0877617  -1.45e-07
```
